# Exact absorbing-chain acceleration of a solute-vacancy flicker basin: a numerical check

```python
"""Exit of a vacancy from a solute-vacancy flicker basin in an fcc crystal.

Result under test: for a continuous-time Markov chain with basin generator Q
and exit rates R, the exit time has survival S(t) = sum_j [exp(Qt)]_sj, the exit
probabilities are [(-Q)^-1 R]_sc, and drawing time, then last basin state given
time, then channel given state reproduces step-by-step kinetic Monte Carlo.

A configuration is (vacancy site, fast solute site, slow solute site).
Sites are integer triples in units of half the cubic lattice parameter.
Energies are in eV, rates in 1/s, times in s (printed in ns).
"""
import bisect
import itertools
import math
import random

import numpy as np
from scipy import constants, stats
from scipy.linalg import eigh, expm

KB = constants.k / constants.e
P_MIN = 1e-4      # statistical tests reject below this p-value
NEIGHBOURS = [v for v in itertools.product((-1, 0, 1), repeat=3)
              if sum(abs(x) for x in v) == 2]
A, B, C = (0, 0, 0), (1, 1, 0), (2, 2, 0)
VAC_A, VAC_B, VAC_C = (A, B, C), (B, A, C), (C, A, B)

MAIN = dict(T=600.0, nu=1e13, host=0.70, fast=0.40, slow=0.60,
            bind_fast=0.20, bind_slow=0.10, shell2=0.0)
WEAK = dict(MAIN, fast=0.60, slow=0.45)   # no separation of time scales


def sep2(p, q):
    return sum((x - y) ** 2 for x, y in zip(p, q))


def energy(config, par):
    vac, fast, slow = config
    e = 0.0
    if sep2(vac, fast) == 2:
        e -= par["bind_fast"]
    elif sep2(vac, fast) == 4:
        e -= par["shell2"]
    if slow is not None and sep2(vac, slow) == 2:
        e -= par["bind_slow"]
    return e


def jumps(config, par):
    """All twelve vacancy jumps: (moving species, new configuration, rate)."""
    vac, fast, slow = config
    result = []
    for step in NEIGHBOURS:
        site = tuple(x + d for x, d in zip(vac, step))
        if site == fast:
            mover, new = "fast", (site, vac, slow)
        elif site == slow:
            mover, new = "slow", (site, fast, vac)
        else:
            mover, new = "host", (site, fast, slow)
        barrier = par[mover] + 0.5 * (energy(new, par) - energy(config, par))
        assert barrier > 0
        rate = par["nu"] * math.exp(-barrier / (KB * par["T"]))
        result.append((mover, new, rate))
    return result


class Basin:
    """Absorbing chain; state 0 is the start configuration."""

    def __init__(self, start, inside, par):
        self.states = [start]
        internal, self.exits = [], []
        for i, config in enumerate(self.states):   # list grows as states appear
            for mover, new, rate in jumps(config, par):
                if mover in inside:
                    if new not in self.states:
                        self.states.append(new)
                    internal.append((i, self.states.index(new), rate))
                else:
                    self.exits.append((i, mover, new, rate))
        n = len(self.states)
        self.W = np.zeros((n, n))
        for i, j, rate in internal:
            self.W[i, j] += rate
        self.R = np.zeros((n, len(self.exits)))
        for c, (i, _, _, rate) in enumerate(self.exits):
            self.R[i, c] = rate
        self.source = np.array([x[0] for x in self.exits])
        self.channel_of = {x[2]: c for c, x in enumerate(self.exits)}
        assert len(self.channel_of) == len(self.exits)
        self.k = self.R.sum(axis=1)
        self.Q = self.W - np.diag(self.W.sum(axis=1) + self.k)
        self.N = np.linalg.inv(-self.Q)
        self.mean = self.N[0].sum()
        self.std = math.sqrt(2 * (self.N @ self.N)[0].sum() - self.mean ** 2)
        self.exit_prob = self.N[0] @ self.R
        self.from_state = self.N[0] * self.k
        self.exchanges = self.N[0] @ self.W.sum(axis=1)
        e = np.array([energy(s, par) for s in self.states])
        weight = np.exp(-(e - e.min()) / (KB * par["T"]))
        self.boltzmann = weight / weight.sum()
        root = np.sqrt(weight)
        sym = root[:, None] * self.Q / root[None, :]
        assert np.allclose(sym, sym.T, rtol=1e-10, atol=0)   # detailed balance
        self.lam, vec = eigh(-sym)
        self.amp = vec[0][:, None] * vec.T * root[None, :] / root[0]

    def occupation(self, t):
        return np.exp(-np.multiply.outer(t, self.lam)) @ self.amp

    def survival(self, t):
        return self.occupation(t).sum(axis=-1)

    def exited(self, t):
        """Probability of having left from each basin state before time t."""
        decay = -np.expm1(-np.multiply.outer(t, self.lam)) / self.lam
        return (decay @ self.amp) * self.k

    def quantile(self, u):
        """Time at which the survival probability equals u."""
        u = np.asarray(u, dtype=float)
        bound = np.abs(self.amp.sum(axis=1)).sum()
        low, high = np.zeros_like(u), np.log(bound / u) / self.lam[0]
        for _ in range(60):
            mid = 0.5 * (low + high)
            alive = self.survival(mid) > u
            low, high = np.where(alive, mid, low), np.where(alive, high, mid)
        return 0.5 * (low + high)

    def sample(self, n, rng):
        t = self.quantile(1.0 - rng.random(n))
        flux = self.occupation(t) * self.k
        cum = np.cumsum(flux, axis=1) / flux.sum(axis=1)[:, None]
        state = (rng.random(n)[:, None] > cum[:, :-1]).sum(axis=1)
        channel = np.empty(n, dtype=int)
        for s in range(len(self.states)):
            pick = np.flatnonzero(state == s)
            channel[pick] = rng.choice(len(self.exits), size=pick.size,
                                       p=self.R[s] / self.k[s])
        return t, channel


def direct(start, inside, par, n, seed):
    """Ordinary kinetic Monte Carlo, jump by jump, without basin matrices."""
    draw = random.Random(seed).random
    cache, times, finals, counts = {}, [], [], []
    for _ in range(n):
        config, t, count = start, 0.0, 0
        while True:
            if config not in cache:
                moves = jumps(config, par)
                cache[config] = (list(itertools.accumulate(m[2] for m in moves)),
                                 [(m[0] in inside, m[1]) for m in moves])
            cumulative, moves = cache[config]
            total = cumulative[-1]
            t -= math.log(1.0 - draw()) / total
            pick = min(bisect.bisect_right(cumulative, draw() * total), 11)
            stays, config = moves[pick]
            if not stays:
                break
            count += 1
        times.append(t)
        finals.append(config)
        counts.append(count)
    return np.array(times), finals, np.array(counts)


def joint_test(basin, times, channels, independent=False):
    """Chi-square p-value of the table (time interval) x (last basin state)."""
    edges = basin.mean * np.array([0.5, 1.0, 2.0])
    cum = np.vstack([np.zeros(len(basin.k)), basin.exited(edges),
                     basin.from_state])
    prob = np.diff(cum, axis=0)
    dof_loss = 0
    if independent:
        prob = np.outer(prob.sum(axis=1), prob.sum(axis=0))
    seen = np.zeros_like(prob)
    np.add.at(seen, (np.searchsorted(edges, times), basin.source[channels]), 1)
    expected = prob / prob.sum() * len(times)
    return stats.chisquare(seen.ravel(), expected.ravel(), ddof=dof_loss).pvalue


def p_values(basin, times, channels):
    p_time = stats.kstest(times, lambda t: 1 - basin.survival(t)).pvalue
    seen = np.bincount(channels, minlength=len(basin.exits))
    expected = basin.exit_prob / basin.exit_prob.sum() * len(times)
    p_site = stats.chisquare(seen, expected).pvalue
    return p_time, p_site, joint_test(basin, times, channels)


def exponential_gap(basin):
    t = np.linspace(0, 8 * basin.mean, 4001)
    return np.max(np.abs(basin.survival(t) - np.exp(-t / basin.mean)))


rng = np.random.default_rng(2718)
n_walk = 40000
kT = KB * MAIN["T"]
ns = 1e9

# Isolated pair: jump counts 4 and 7, exact exponential law, displacement.
pair = Basin((A, B, None), {"fast"}, MAIN)
w1 = MAIN["nu"] * math.exp(-MAIN["host"] / kT)
w2 = MAIN["nu"] * math.exp(-MAIN["fast"] / kT)
w3 = MAIN["nu"] * math.exp(-(MAIN["host"] + MAIN["bind_fast"] / 2) / kT)
k_pair = 4 * w1 + 7 * w3
t_grid = np.linspace(0, 5, 21) / k_pair
assert np.allclose(pair.survival(t_grid), np.exp(-k_pair * t_grid), rtol=1e-9)
assert np.isclose(pair.from_state[1], w2 / (k_pair + 2 * w2), rtol=1e-9)
assert np.isclose(pair.exchanges, w2 / k_pair, rtol=1e-9)
pair_ratio = pair.from_state[1] / pair.exchanges
assert np.isclose(pair_ratio, k_pair / (k_pair + 2 * w2), rtol=1e-9)

# Two-state closed forms against matrix inverse and matrix exponential.
main, weak = Basin(VAC_A, {"fast"}, MAIN), Basin(VAC_A, {"fast"}, WEAK)
for b in (main, weak):
    assert b.states == [VAC_A, VAC_B]
    (kA, kB), wAB, wBA = b.k, b.W[0, 1], b.W[1, 0]
    D = kA * kB + kA * wBA + kB * wAB
    assert np.isclose(b.mean, (kB + wBA + wAB) / D, rtol=1e-9)
    assert np.isclose(b.from_state[0], kA * (kB + wBA) / D, rtol=1e-9)
    half_sum = 0.5 * (kA + kB + wAB + wBA)
    l_hi = half_sum + math.sqrt(half_sum ** 2 - D)
    l_lo = D / l_hi
    for t in np.array([0.01, 0.3, 1.0, 4.0]) * b.mean:
        closed = ((l_hi - kA) * math.exp(-l_lo * t)
                  + (kA - l_lo) * math.exp(-l_hi * t)) / (l_hi - l_lo)
        reference = expm(b.Q * t)[0]
        assert np.isclose(closed, reference.sum(), rtol=1e-8)
        assert np.allclose(b.occupation(t), reference, rtol=1e-7, atol=1e-12)

# Direct simulation and accelerated sampler, both parameter sets.
report = {}
for name, b, par, seed in (("main", main, MAIN, 11), ("weak", weak, WEAK, 12)):
    t_dir, finals, counts = direct(VAC_A, {"fast"}, par, n_walk, seed)
    c_dir = np.array([b.channel_of[f] for f in finals])
    t_acc, c_acc = b.sample(n_walk, rng)
    p_dir, p_acc = p_values(b, t_dir, c_dir), p_values(b, t_acc, c_acc)
    p_two = stats.ks_2samp(t_dir, t_acc).pvalue
    assert min(p_dir + p_acc + (p_two,)) > P_MIN, (name, p_dir, p_acc, p_two)
    for seen, theory in ((t_dir, b.mean), (counts, b.exchanges)):
        assert abs(seen.mean() - theory) < 5 * seen.std() / math.sqrt(n_walk)
    report[name] = (t_dir, c_dir, counts, p_dir, p_acc)

# Shortcuts fail when time scales are not separated.
t_dir, c_dir = report["weak"][:2]
p_exponential = stats.kstest(t_dir, "expon", args=(0, weak.mean)).pvalue
p_independent = joint_test(weak, t_dir, c_dir, independent=True)
assert p_exponential < 1e-8 and p_independent < 1e-8
quasi = {name: 1 / (b.boltzmann @ b.k) / b.mean - 1
         for name, b in (("main", main), ("weak", weak))}
assert abs(quasi["main"]) < 0.01 and abs(quasi["weak"]) > 0.1

# Two-state basin draws mixed with ordinary steps solve a three-state problem.
wide = Basin(VAC_A, {"fast", "slow"}, WEAK)
assert set(wide.states) == {VAC_A, VAC_B, VAC_C}
t_wide, finals, _ = direct(VAC_A, {"fast", "slow"}, WEAK, n_walk, 13)
p_wide = p_values(wide, t_wide, np.array([wide.channel_of[f] for f in finals]))
assert min(p_wide) > P_MIN, p_wide
moves_c = jumps(VAC_C, WEAK)
rate_c = sum(m[2] for m in moves_c)
back_c = sum(m[2] for m in moves_c if m[1] == VAC_B)
t_mix, last = np.zeros(n_walk), np.full(n_walk, -1)
active, current = np.arange(n_walk), weak
from_b = Basin(VAC_B, {"fast"}, WEAK)
while active.size:
    t, ch = current.sample(active.size, rng)
    t_mix[active] += t
    to_c = ch == current.channel_of[VAC_C]
    index = np.array([wide.states.index(s) for s in current.states])
    last[active[~to_c]] = index[current.source[ch[~to_c]]]
    active = active[to_c]
    t_mix[active] += rng.exponential(1 / rate_c, active.size)
    back = rng.random(active.size) < back_c / rate_c
    last[active[~back]] = wide.states.index(VAC_C)
    active, current = active[back], from_b
p_mix = stats.kstest(t_mix, lambda t: 1 - wide.survival(t)).pvalue
p_last = stats.chisquare(np.bincount(last, minlength=3),
                         wide.from_state / wide.from_state.sum() * n_walk).pvalue
assert min(p_mix, p_last) > P_MIN, (p_mix, p_last)

# Sizes of neglected effects for the main example.
slower_host = Basin(VAC_A, {"fast"}, dict(MAIN, host=0.75)).mean / main.mean
slower_fast = Basin(VAC_A, {"fast"}, dict(MAIN, fast=0.45)).mean / main.mean
shell = Basin(VAC_A, {"fast"}, dict(MAIN, shell2=0.03)).mean / main.mean
assert slower_host > 1.5 and abs(slower_fast - 1) < 0.01
x_quantum = constants.h * MAIN["nu"] / (constants.k * MAIN["T"])
wigner = 1 + x_quantum ** 2 / 24
memory = 1e-12 * main.W.max()             # assumed lattice relaxation of 1 ps
formation = 1.2                           # rough vacancy formation energy, eV
visitor = 20 * 12 * w1 * math.exp(-formation / kT) * main.mean

a_nm = 0.36
d_nm = a_nm / math.sqrt(2)
t_dir, c_dir, counts, p_dir, p_acc = report["main"]
print(f"T = {MAIN['T']:.0f} K, kT = {kT:.5f} eV, d = {d_nm:.4f} nm")
print(f"Barriers host/fast/slow: {MAIN['host']:.2f} {MAIN['fast']:.2f} "
      f"{MAIN['slow']:.2f} eV; prefactor {MAIN['nu']:.0e} 1/s")
print(f"Vacancy binding fast/slow: {MAIN['bind_fast']:.2f} "
      f"{MAIN['bind_slow']:.2f} eV")
print(f"Isolated pair w1, w2, w3: {w1/ns:.5f} {w2/ns:.4f} {w3/ns:.6f} 1/ns")
print(f"Isolated pair k: {k_pair/ns:.5f} 1/ns, mean exit {ns/k_pair:.3f} ns")
print(f"Isolated pair: exchanges {pair.exchanges:.2f}, moved "
      f"{pair.from_state[1]:.5f}, ratio {pair_ratio:.6f}")
print("MAIN CASE, start: vacancy A, fast solute B, slow solute C")
print(f"w_AB = {main.W[0,1]/ns:.4f}, w_BA = {main.W[1,0]/ns:.4f} 1/ns")
print(f"k_A = {main.k[0]/ns:.5f}, k_B = {main.k[1]/ns:.5f} 1/ns")
print(f"Decay rates: {main.lam[0]/ns:.6f}, {main.lam[1]/ns:.4f} 1/ns")
print("Survival amplitudes: "
      + ", ".join(f"{x:.6f}" for x in main.amp.sum(axis=1)))
print(f"Mean exit time: theory {main.mean*ns:.3f}, direct "
      f"{t_dir.mean()*ns:.3f} +- {t_dir.std()/math.sqrt(n_walk)*ns:.3f} ns")
print(f"Standard deviation: theory {main.std*ns:.3f}, direct "
      f"{t_dir.std()*ns:.3f} ns")
for u in (0.5, 0.05):
    print(f"Time with survival {u:.2f}: theory {main.quantile(u)*ns:.3f}, "
          f"direct {np.quantile(t_dir, 1-u)*ns:.3f} ns")
print(f"Exchanges per exit: theory {main.exchanges:.2f}, direct "
      f"{counts.mean():.2f}")
print("Exit groups: state, mover, channels, barrier eV, theory, direct")
groups = {}
for c, (i, mover, _, rate) in enumerate(main.exits):
    barrier = round(-kT * math.log(rate / MAIN["nu"]), 4)
    groups.setdefault(("AB"[i], mover, barrier), []).append(c)
for (state, mover, barrier), members in sorted(groups.items()):
    print(f"  {state} {mover} {len(members)} {barrier:.2f} "
          f"{main.exit_prob[members].sum():.5f} "
          f"{np.isin(c_dir, members).mean():.5f}")
print(f"Fast solute moved at exit (from B): {main.from_state[1]:.5f}")
print(f"Its mean square displacement: {main.from_state[1]*d_nm**2:.5f} nm^2")
print(f"In-basin correlation ratio: {main.from_state[1]/main.exchanges:.6f}")
print(f"Walkers per simulation: {n_walk}")
print("p direct (time, site, joint): " + " ".join(f"{p:.3f}" for p in p_dir))
print("p accelerated (same):         " + " ".join(f"{p:.3f}" for p in p_acc))
print(f"Largest gap to exponential: {exponential_gap(main):.5f}")
print(f"Boltzmann-rate error of mean time: {100*quasi['main']:.3f} %")
print("T (K), exchanges per exit, mean exit time (ns)")
for T in (400.0, 500.0, 800.0):
    b = Basin(VAC_A, {"fast"}, dict(MAIN, T=T))
    print(f"  {T:.0f} {b.exchanges:.1f} {b.mean*ns:.4g}")
print(f"WEAK SEPARATION, fast {WEAK['fast']:.2f} eV, slow {WEAK['slow']:.2f} eV")
print(f"w_AB, w_BA, k_A, k_B: {weak.W[0,1]/ns:.4f} {weak.W[1,0]/ns:.4f} "
      f"{weak.k[0]/ns:.4f} {weak.k[1]/ns:.4f} 1/ns")
print(f"Mean {weak.mean*ns:.4f} ns, std {weak.std*ns:.4f} ns, exchanges "
      f"{weak.exchanges:.3f}")
early = weak.exited(0.5 * weak.mean)
print(f"Exit from A: overall {weak.from_state[0]:.4f}, among exits before "
      f"half the mean time {early[0]/early.sum():.4f}")
print("p direct (time, site, joint): "
      + " ".join(f"{p:.3f}" for p in report["weak"][3]))
print("p accelerated (same):         "
      + " ".join(f"{p:.3f}" for p in report["weak"][4]))
print(f"Largest gap to exponential: {exponential_gap(weak):.4f}")
print(f"Boltzmann-rate error of mean time: {100*quasi['weak']:.1f} %")
print(f"p of exponential {p_exponential:.1e}, of independent site "
      f"{p_independent:.1e}")
print(f"Three-state mean: theory {wide.mean*ns:.3f}, direct "
      f"{t_wide.mean()*ns:.3f}, mixed {t_mix.mean()*ns:.3f} ns")
print(f"Mixed algorithm p (time, last state): {p_mix:.3f} {p_last:.3f}")
print("NEGLECTED EFFECTS, main case")
print(f"Mean-time factor, host barrier +0.05 eV: {slower_host:.3f}")
print(f"Mean-time factor, fast barrier +0.05 eV: {slower_fast:.4f}")
print(f"Mean-time factor, second-shell binding 0.03 eV: {shell:.4f}")
print(f"Tunnelling factor on a rate (Wigner): {wigner:.4f}")
print(f"1 ps lattice memory times fastest rate: {memory:.4f}")
print(f"Chance of another vacancy (formation {formation:.1f} eV): {visitor:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
T = 600 K, kT = 0.05170 eV, d = 0.2546 nm
Barriers host/fast/slow: 0.70 0.40 0.60 eV; prefactor 1e+13 1/s
Vacancy binding fast/slow: 0.20 0.10 eV
Isolated pair w1, w2, w3: 0.01319 4.3666 0.001907 1/ns
Isolated pair k: 0.06611 1/ns, mean exit 15.127 ns
Isolated pair: exchanges 66.05, moved 0.49624, ratio 0.007513
MAIN CASE, start: vacancy A, fast solute B, slow solute C
w_AB = 11.4850, w_BA = 1.6602 1/ns
k_A = 0.06611, k_B = 0.04233 1/ns
Decay rates: 0.045326, 13.2083 1/ns
Survival amplitudes: 0.998421, 0.001579
Mean exit time: theory 22.027, direct 22.182 +- 0.111 ns
Standard deviation: theory 22.062, direct 22.118 ns
Time with survival 0.50: theory 15.257, direct 15.409 ns
Time with survival 0.05: theory 66.057, direct 65.914 ns
Exchanges per exit: theory 64.51, direct 64.96
Exit groups: state, mover, channels, barrier eV, theory, direct
  A host 4 0.70 0.15004 0.15082
  A host 7 0.80 0.03796 0.03650
  B host 4 0.75 0.38483 0.38650
  B host 4 0.80 0.14631 0.14938
  B host 2 0.85 0.02781 0.02902
  B slow 1 0.70 0.25304 0.24777
Fast solute moved at exit (from B): 0.81200
Its mean square displacement: 0.05262 nm^2
In-basin correlation ratio: 0.012587
Walkers per simulation: 40000
p direct (time, site, joint): 0.159 0.097 0.209
p accelerated (same):         0.893 0.891 0.882
Largest gap to exponential: 0.00151
Boltzmann-rate error of mean time: 0.147 %
T (K), exchanges per exit, mean exit time (ns)
  400 1165.6 2.872e+04
  500 209.6 393.9
  800 14.2 0.5814
WEAK SEPARATION, fast 0.60 eV, slow 0.45 eV
w_AB, w_BA, k_A, k_B: 0.2400 0.0347 0.0661 0.2691 1/ns
Mean 6.4224 ns, std 5.2588 ns, exchanges 0.959
Exit from A: overall 0.2372, among exits before half the mean time 0.4324
p direct (time, site, joint): 0.476 0.045 0.549
p accelerated (same):         0.772 0.969 0.939
Largest gap to exponential: 0.0823
Boltzmann-rate error of mean time: -36.1 %
p of exponential 5.4e-227, of independent site 0.0e+00
Three-state mean: theory 26.390, direct 26.259, mixed 26.241 ns
Mixed algorithm p (time, last state): 0.722 0.768
NEGLECTED EFFECTS, main case
Mean-time factor, host barrier +0.05 eV: 1.862
Mean-time factor, fast barrier +0.05 eV: 0.9976
Mean-time factor, second-shell binding 0.03 eV: 0.9871
Tunnelling factor on a rate (Wigner): 1.0267
1 ps lattice memory times fastest rate: 0.0115
Chance of another vacancy (formation 1.2 eV): 5.8e-09
ALL CHECKS PASSED
```
